# Residence time of 100 sccm in a one-litre low-pressure reactor

## Question

I am working through an exercise on a small deposition chamber. The volume is 1 litre, the gas is nitrogen at 100 Pa and 600 K, and the flow controller is set to 100 sccm (standard cubic centimetres per minute). I am supposed to show that the residence time is near 0.27 s.

I divided volume by flow: 1000 cm³ over 100 cm³/min is 10 minutes, or 600 s. That is wrong by a factor of more than two thousand. I suspect the word "standard" is the trouble, but I don't see which way the pressure and temperature corrections go.

I also don't understand why one number should describe the residence time at all. Some molecules must go straight to the pump while others wander about. Does the answer assume that the gas is well stirred, or that it moves through like a piston? And how far can I trust 0.27 s if the gas enters cold?

## Answer

Your 600 s would be right if the chamber were at the standard pressure and temperature. The safest way to correct it is to count molecules, because their number does not change when the gas expands.

### What the flow controller setting means

A standard cubic centimetre is an amount of gas: the number of ideal-gas molecules that would fill 1 cm³ at an agreed pressure $p_0$ and temperature $T_0$. I take $p_0=101325$ Pa (1 atm) and $T_0=273.15$ K (0 °C). Other conventions exist, and their effect is given below.

First convert the setting to SI units:

$$
q=\frac{100\times10^{-6}\ \mathrm{m^3}}{60\ \mathrm{s}}
=1.6667\times10^{-6}\ \mathrm{m^3/s}.
$$

The ideal gas law, $pV=Nk_BT$, applied to the gas delivered per second in its standard state, gives the number of molecules entering per second:

$$
F=\frac{p_0q}{k_BT_0}=4.478\times10^{19}\ \mathrm{s^{-1}}.
$$

The chamber pressure and temperature do not appear here. The controller delivers this many molecules per second whatever the conditions downstream, as long as it can hold its setting.

The chamber does matter for the number of molecules it holds. With $V=10^{-3}$ m³, $p=100$ Pa and $T=600$ K, both taken as uniform,

$$
N=\frac{pV}{k_BT}=1.207\times10^{19}.
$$

So the chamber holds only about a quarter of what enters each second. In steady state, with no reaction that changes the number of molecules, the same number $F$ also leaves per second.

### Why $N/F$ is the mean residence time

This step needs neither stirring nor piston flow. Let $W(t)$ be the fraction of entering molecules that are still inside a time $t$ after entry. Thus $W(0)=1$, and $W$ falls to zero if no molecule is trapped for ever. Assume for now that a molecule that has left does not come back.

Now count the molecules inside at this moment by their time of entry. Between $t$ and $t+dt$ ago, $F\,dt$ molecules came in, and a fraction $W(t)$ of them is still here. Adding up all earlier entries gives

$$
N=\int_0^\infty F\,W(t)\,dt=F\int_0^\infty W(t)\,dt .
$$

The fraction that leaves between $t$ and $t+dt$ is $-dW$, so the mean exit time is

$$
\tau=\int_0^\infty t\left(-\frac{dW}{dt}\right)dt
=-\Big[t\,W(t)\Big]_0^\infty+\int_0^\infty W(t)\,dt .
$$

The bracket vanishes at $t=0$ because of the factor $t$. It vanishes at large $t$ because a finite mean exit time requires $W$ to fall faster than $1/t$. What remains is the integral in the molecule count, so

$$
\tau=\frac{N}{F}.
$$

The flow pattern has dropped out. It determines the shape of $W(t)$, but the area under $W(t)$ is fixed by $N$ and $F$. If molecules can diffuse back into the chamber after leaving, read $W(t)$ as the probability of being inside at time $t$ after first entry. Then $N/F$ is the mean total time spent inside, summed over all visits.

I tested this on 20 model chambers, each divided into seven zones of random size with random circulating flows between them. Following tagged molecules from the first zone to the outlet gave mean exit times that all round to 0.2696 s, the value found next.

### The number, and where your factor went

Insert the two counts:

$$
\tau=\frac{pV}{k_BT}\,\frac{k_BT_0}{p_0q}
=\frac{V}{q}\,\frac{p}{p_0}\,\frac{T_0}{T}.
$$

Boltzmann's constant cancels. Numerically,

$$
\tau=\frac{1.207\times10^{19}}{4.478\times10^{19}\ \mathrm{s^{-1}}}
\approx0.270\ \mathrm{s}=270\ \mathrm{ms}.
$$

Your calculation is the first factor, $V/q=600$ s. The other two describe the expansion of the gas after it leaves the controller. Going from 1 atm to 100 Pa expands it by $p_0/p=1013.25$, and going from 273.15 K to 600 K expands it by a further $T/T_0=2.1966$. The volume flow inside the chamber is therefore

$$
Q=q\,\frac{p_0}{p}\,\frac{T}{T_0}
=(1.6667\times10^{-6})(1013.25)(2.1966)\ \mathrm{m^3/s}
=3.71\ \mathrm{L/s}.
$$

One litre divided by 3.71 L/s is again 0.27 s. This also settles the direction of the corrections. Lower pressure and higher temperature both make the gas thinner, so the chamber holds fewer molecules and the same feed replaces them sooner. If you set $p=p_0$ and $T=T_0$, both factors become 1 and your 600 s returns.

### What happens when you turn up the flow

The answer depends on what is held fixed. If a throttle valve keeps the pressure at 100 Pa, then $N$ is fixed, and doubling the feed halves $\tau$.

Suppose instead that the valve is left alone and the pump removes a fixed volume $S$ per second, measured at the chamber pressure and temperature. The outflow in molecules per second is $pS/(k_BT)$. Setting it equal to $F$ gives $p=Fk_BT/S$, and therefore

$$
\tau=\frac{pV}{k_BTF}=\frac{V}{S}.
$$

The feed has cancelled. Doubling it doubles the pressure and leaves the residence time unchanged, for as long as $S$ does not depend on pressure.

### Stirred or piston-like?

The mean is the same in both cases, but the spread is not. In piston flow every molecule stays for a time $\tau$, so $W$ is 1 before $\tau$ and 0 after it.

In a perfectly stirred chamber, every molecule has the same chance of being among the $F\,dt$ that leave in the next $dt$, however long it has been inside. That chance is $F\,dt/N=dt/\tau$, so

$$
\frac{dW}{dt}=-\frac{W}{\tau},\qquad W(t)=e^{-t/\tau}.
$$

After one residence time a fraction $e^{-1}=0.368$ is still there. This matters when you switch gases. To bring the old gas down to 1 % in a stirred chamber you need $e^{-t/\tau}=0.01$, or $t=\tau\ln100\approx4.6\,\tau\approx1.2$ s. Ideal piston flow would clear it in 0.27 s.

To see which picture suits your chamber, I took a cylinder of 10 cm diameter. One litre then makes it 12.73 cm long, and the mean gas speed is $0.1273\ \mathrm{m}/0.2696\ \mathrm{s}=0.472$ m/s. For nitrogen near 600 K I use a rough viscosity $\mu=3\times10^{-5}$ Pa s. The mass density is $5.61\times10^{-4}$ kg/m³, so the kinematic viscosity is $\mu/\rho\approx0.053$ m²/s. The Schmidt number is the ratio of kinematic viscosity to diffusivity. With a rough value of 0.7, the diffusivity is $D\approx0.076$ m²/s.

The time scale for diffusion along the chamber is then

$$
\frac{L^2}{D}=\frac{(0.1273\ \mathrm{m})^2}{0.076\ \mathrm{m^2/s}}\approx0.21\ \mathrm{s},
$$

which is comparable with $\tau$. Diffusion is too strong for piston flow to be a good picture. A one-dimensional calculation with uniform flow plus diffusion, with gas entering at one end and leaving at the other, gives the same mean of 0.2696 s. It leaves a fraction 0.37 inside after $\tau$, which matches the stirred value to two digits. Agreement at one moment does not show that the whole curve is exponential, and in fact the tail falls a little faster: this one-dimensional model reaches 1 % after about 1.1 s. Treat the 1.2 s purge time as an estimate.

### If the gas is not at 600 K everywhere

This is the assumption to worry about. At uniform pressure, a volume element $dV$ at local temperature $T(\mathbf r)$ holds $p\,dV/(k_BT(\mathbf r))$ molecules. Hence

$$
N=\frac{p}{k_B}\int\frac{dV}{T(\mathbf r)} .
$$

The argument for $\tau=N/F$ is unaffected, so you replace $1/T$ by its volume average. Cold regions count for more because they are denser.

**Only the outlet end is hot.** Suppose that the inlet end is held cold and the side walls carry little heat. As an approximation that neglects the heat carried by the flow and the change of thermal conductivity with temperature, let the temperature rise linearly from $T_{\rm in}=300$ K at the inlet to $T=600$ K at the outlet. Then $dx=L\,dT'/(T-T_{\rm in})$, and the average is

$$
\frac1L\int_0^L\frac{dx}{T(x)}
=\frac{1}{T-T_{\rm in}}\int_{T_{\rm in}}^{T}\frac{dT'}{T'}
=\frac{\ln(T/T_{\rm in})}{T-T_{\rm in}} .
$$

The effective temperature is the inverse of this, $300\ \mathrm{K}/\ln2=432.8$ K. The residence time becomes

$$
\tau_{\rm linear}=0.2696\ \mathrm{s}\times\frac{600}{432.8}=0.374\ \mathrm{s},
$$

which is 39 % longer than the uniform result. The two neglected effects pull in opposite directions. The flow carries cold gas further in and alone raises the figure to about 45 %; a conductivity rising roughly as $T^{0.7}$ alone lowers it to about 35 %; together they give about 43 %. Read the result as roughly 40 %. Cold side walls would keep more of the gas cold and could lengthen it further. If no gas is colder than 300 K, the limit is $0.2696\ \mathrm{s}\times600/300=0.539$ s, twice the uniform result.

**All the walls are hot, including the ends.** Now the cold feed warms by conduction from the wall. Let $\theta$ be the gas temperature minus the wall temperature. For radial conduction with constant thermal diffusivity $\alpha$, a decaying profile $\theta=f(r)e^{-t/t_h}$ obeys

$$
f''+\frac{f'}{r}+\frac{f}{\alpha t_h}=0 .
$$

The solution that stays finite on the axis is the Bessel function $J_0(r/\sqrt{\alpha t_h})$. It must vanish at the wall, $r=R$. The slowest decay belongs to the first zero of $J_0$, $j=2.4048$, so $R/\sqrt{\alpha t_h}=j$ and

$$
t_h=\frac{R^2}{j^2\alpha}
=\frac{(0.05\ \mathrm{m})^2}{(2.4048)^2(0.076\ \mathrm{m^2/s})}
\approx5.7\ \mathrm{ms}.
$$

Here $\alpha$ equals $D$ because I took the Prandtl number, the ratio of kinematic viscosity to thermal diffusivity, as 0.7 too.

To turn this into a residence time, follow a slice of gas in piston flow, and as a simplification let its whole temperature deficit decay at this slowest rate, $T(t)=T-(T-T_{\rm in})e^{-t/t_h}$. The local volume flow is $Fk_BT(t)/p$, and over the transit time $\tau'$ it must add up to the chamber volume:

$$
V=\frac{Fk_B}{p}\int_0^{\tau'}T(t)\,dt
=\frac{Fk_B}{p}\left[T\tau'-(T-T_{\rm in})t_h\left(1-e^{-\tau'/t_h}\right)\right].
$$

Divide by $Fk_BT/p$. The left side becomes $\tau$, the uniform result. The exponential is negligible because $\tau'\gg t_h$, which leaves

$$
\tau'=\tau+\left(1-\frac{T_{\rm in}}{T}\right)t_h
\approx269.6\ \mathrm{ms}+\tfrac12(5.7\ \mathrm{ms})\approx272\ \mathrm{ms}.
$$

The change is about 1 %. This slightly overstates it, because gas near the wall warms faster than the slowest rate. Integrating the radial conduction equation over time for a uniform initial deficit $\theta_0$ gives $\int\theta\,dt=\theta_0(R^2-r^2)/(4\alpha)$, whose cross-section average is $\theta_0R^2/(8\alpha)$. So $t_h$ is replaced by $R^2/(8\alpha)\approx4.1$ ms, and the added time is about 2 ms, or 0.8 %. Piston flow leaves out conduction along the chamber, which is strong here. That conduction spreads the chill over a greater length but also makes it weaker. In steady state the walls must still supply the same heat to the feed, and if it comes from the side walls, it is roughly proportional to the temperature deficit summed over the volume, so the correction keeps about the same size when the feed is spread over the whole inlet face. A narrow inlet on the axis puts the cold gas far from the side walls and can roughly double it, to about 1.5 %. A hot inlet end takes over part of the heating and can make the correction much smaller. All this holds only if the cold comes in with the feed alone; an inlet end held cold would chill the gas near it and add a larger correction.

The estimate uses gas properties at 600 K, although cold gas has a smaller $\alpha$ and so warms more slowly. Even if $t_h$ were three times longer, the correction would be about 3 %. So a cold feed matters little when hot walls surround the gas, and a great deal when much of the chamber stays cold.

### Other effects, with their sizes

*The standard state.* If your controller refers to 20 °C and 1 atm, the same setting means fewer molecules per second, and $\tau$ becomes 0.289 s. At 25 °C and 1 atm it is 0.294 s. With 0 °C and 100 kPa it is 0.273 s. "Near 0.27 s" therefore presumes a 0 °C reference.

*Reactions.* Suppose a fraction $x$ of the feed molecules each splits into two. Each split adds one molecule, so the outflow is $F(1+x)$. At fixed pressure and temperature $N$ is unchanged, and in a stirred chamber the time constant for removal is

$$
\tau_x=\frac{N}{F(1+x)}=\frac{\tau}{1+x}.
$$

For an illustrative $x=0.05$ this is 0.257 s, about 5 % shorter. The 5 % stands for a reactive additive; it is not a property of nitrogen.

*Pressure drop inside the chamber.* In steady viscous flow along a cylinder, the pressure force on a core of radius $r$ balances the drag on its side:

$$
\pi r^2\Delta p=-2\pi rL\,\mu\frac{dv}{dr}.
$$

With $v(R)=0$, integration gives $v=\Delta p\,(R^2-r^2)/(4\mu L)$. Its average over the cross-section is $u=\Delta p\,R^2/(8\mu L)$, because $r^2$ averages to $R^2/2$. Hence

$$
\Delta p=\frac{8\mu Lu}{R^2}\approx5.8\times10^{-3}\ \mathrm{Pa},
$$

or about 0.006 % of 100 Pa. This ignores the inlet and outlet fittings, where the gas may move much faster.

Treating the gas as a viscous fluid is reasonable here. The Reynolds number is 0.88, far below the range of turbulence. A molecule of diameter $d$ collides at a rate $n\pi d^2$ times the mean relative speed, where $n=N/V$. The difference of two independent thermal velocities has twice the variance of one, so the mean relative speed is $\sqrt2$ times the mean speed. The mean free path is therefore $1/(\sqrt2\,\pi d^2n)$. With a rough $d=0.37$ nm it is 0.14 mm, much less than the 10 cm diameter.

*Non-ideal gas.* The measure $nd^3$ is $6.1\times10^{-7}$, so molecular size has a negligible effect on the gas law in the chamber.

### How this compares with a real reactor

A pressure of 100 Pa (0.75 Torr) and a temperature near 600 K are in the range used for plasma-assisted film deposition. One litre is small; production chambers are often larger and take larger feeds. At the same pressure and temperature, only the ratio $V/q$ matters for $\tau$. The assumption most likely to fail is uniform temperature, since many reactors heat the wafer and leave the walls much cooler. The linear profile above lengthens the residence time by roughly 40 %, and cold side walls can make the change larger. You should also decide whether $V$ includes the pipework up to the throttle valve, because $\tau$ grows with the volume you count. At equal pressure it grows in proportion if the gas in the pipe is as hot as the gas in the chamber, and faster if it is colder.

For your exercise, I would write 0.27 s and state the 0 °C, 1 atm reference beside it. More digits would claim a better knowledge of the gas temperature than you have. The numerical output below lists the main values used here.

## Computed values

```
feed setting: 100 sccm
chamber volume: 1.0 L
chamber pressure: 100 Pa = 0.75 Torr
gas temperature: 600 K
standard pressure: 101325 Pa
standard temperature: 273.15 K
feed volume rate at standard state: 1.6667e-06 m3/s
molecules entering: 4.478e+19 1/s
molecules held: 1.207e+19
expansion by pressure p0/p: 1013.25
expansion by temperature T/T0: 2.1966
volume flow in chamber: 3.710 L/s
uncorrected V/q: 600 s
RESIDENCE TIME: 0.2696 s = 269.6 ms
random networks, smallest mean exit time: 0.2696 s
random networks, largest mean exit time: 0.2696 s
tau if standard is 0 C, 100 kPa: 0.2732 s
tau if standard is 20 C, 1 atm: 0.2893 s
tau if standard is 25 C, 1 atm: 0.2943 s
chamber diameter: 10.0 cm
chamber length: 12.73 cm
mean gas speed: 0.472 m/s
rough viscosity: 3.0e-05 Pa s
rough Prandtl and Schmidt numbers: 0.7, 0.7
rough molecular diameter: 0.37 nm
molar mass: 28 g/mol
gas mass density: 5.61e-04 kg/m3
diffusivity, mass and heat: 0.076 m2/s
diffusion time length^2/D: 0.21 s
mean exit time, flow with diffusion: 0.2696 s
share staying beyond tau, flow with diffusion: 0.37
share staying beyond tau, fully stirred: 0.368
feed temperature for corrections: 300 K
harmonic mean temperature, linear rise: 432.8 K
tau with linear temperature rise: 0.374 s
first zero of J0: 2.4048
hot-wall warming time: 5.7 ms
tau with hot-wall warming: 0.2724 s
assumed splitting share: 5 %
tau with splitting: 0.2567 s
Reynolds number: 0.88
mean free path: 0.14 mm
mean free path / diameter: 1.4e-03
pressure drop along chamber: 5.8e-03 Pa
non-ideality measure n d^3: 6.1e-07
```
